Axial transfer length of a wrap-around nanowire contact

**What goes wrong without a transfer length**

A metal sleeve covers the last 100 nm of a semiconductor wire of radius 25 nm. After the resistance of the bare wire is subtracted, the contact contributes 187 Ω. It is tempting to multiply this by the covered area, 2π × 25 nm × 100 nm = 1.57×10⁻¹⁰ cm², and to report an interface resistivity of 2.9×10⁻⁸ Ω cm². The wire behind this number, worked out below, has 1.0×10⁻⁸ Ω cm². The estimate is too large by a factor of 2.9 because it treats the whole 187 Ω as interface resistance, evenly shared by the sleeve. In fact about half of the power is lost in the core under the sleeve. To limit that loss, most of the current leaves near the front edge, so the interface is not used evenly either. The length over which it leaves is the transfer length.

**Conventions**

The core has conducting radius a and uniform, isotropic resistivity ρ. The sleeve covers 0 < z < L. The interface is ohmic with specific resistivity ρ_c (resistance times area), so a potential V just inside the wall, measured from the metal, drives an outward current density V/ρ_c. The metal is an equipotential, V = 0. The bare wire joins at z = 0, and the end face z = L is insulated. I(z) is the core current toward +z. The contact resistance R_C is the total resistance minus that of the bare wire, ρ × (bare length)/(πa²).

**Stage 1: a core with no resistance**

If the core itself drops no voltage, the whole wall sits at one V and passes the current 2πaL V/ρ_c. Then

R_C = ρ_c/(2πaL).

This is the formula misused above. It must reappear as a limit of anything better.

**Stage 2: a resistive core with a flat potential**

Now let V depend on z, but take it as constant across each section. Ohm's law for a slice of area πa² gives

dV/dz = −ρI/(πa²).

The current lost by the core between z and z + dz crosses a wall area 2πa dz:

dI/dz = −2πaV/ρ_c.

Differentiate the first equation and insert the second. The two minus signs cancel:

d²V/dz² = −[ρ/(πa²)] dI/dz = [ρ/(πa²)][2πa/ρ_c] V = [2ρ/(aρ_c)] V.

The bracket is an inverse length squared, so V'' = V/L₀² with

L₀ = √(aρ_c/(2ρ)).

A more resistive interface lets the current travel further before it leaves; a more resistive core makes it leave sooner.

The factor 2 is geometry. For a section of conducting area A and contacted perimeter P, the same two steps give

L₀² = Aρ_c/(Pρ).

A film of thickness t contacted on one face has A/P = t. The wrapped cylinder has A/P = πa²/(2πa) = a/2. Treating the wire as a film as thick as its diameter, t = 2a, would therefore double the transfer length.

To find the resistance, write s = (L − z)/L₀ and

V = C cosh s + D sinh s.

Since ds/dz = −1/L₀, Ohm's law gives

I = −(πa²/ρ) dV/dz = [πa²/(ρL₀)] (C sinh s + D cosh s).

The insulated end requires I = 0 at s = 0, so D = 0. Dividing V by I at z = 0,

R_C = [ρL₀/(πa²)] coth(L/L₀).

*Short limit.* For L ≪ L₀, coth(L/L₀) ≈ L₀/L, and R_C ≈ ρL₀²/(πa²L) = ρ_c/(2πaL). Stage 1 is recovered.

*Long limit.* For L ≫ L₀, coth → 1 and R_C → ρL₀/(πa²), the resistance of a piece of bare core of length L₀. Extra sleeve then gains almost nothing. The current falls as exp(−z/L₀), so a fraction 1 − 1/e, or 63%, leaves within the first L₀.

**Numbers for a silicided silicon wire**

Take a = 25 nm, ρ = 10⁻³ Ω cm and ρ_c = 10⁻⁸ Ω cm², rough values for heavily doped n-type silicon wrapped in nickel silicide. Then

L₀² = (2.5×10⁻⁶ cm)(10⁻⁸ Ω cm²)/(2×10⁻³ Ω cm) = 1.25×10⁻¹¹ cm²,

L₀ = 3.54×10⁻⁶ cm = 35.4 nm.

The long-contact resistance is ρL₀/(πa²) = 180.1 Ω. For L = 100 nm, L/L₀ = 2.83 and coth(2.83) = 1.007, so R_C = 181.3 Ω. To come within 5% of the long limit one needs coth(L/L₀) = 1.05, or L = 1.86 L₀ = 66 nm.

**Stage 3: is the potential really flat?**

Current must flow radially to reach the wall, and this costs voltage inside the core. The steady potential obeys Laplace's equation,

(1/r) ∂/∂r (r ∂V/∂r) + ∂²V/∂z² = 0.

With axial symmetry, try V = f(r) exp(−κz). Then f'' + f'/r + κ²f = 0, whose solution finite on the axis is the Bessel function J₀(κr). At the wall the radial current density on the core side equals that through the interface:

−(1/ρ) ∂V/∂r = V/ρ_c at r = a.

Because J₀' = −J₁, this reads κJ₁(κa)/ρ = J₀(κa)/ρ_c. Put x = κa and multiply by ρa:

x J₁(x) = B J₀(x), B = ρa/ρ_c.

The smallest positive root x gives the slowest decay, and the transfer length is L_T = a/x.

This root lies below 2.405, the first zero of J₀. On that interval xJ₁ increases, because its derivative is xJ₀ > 0, while J₀ decreases. The ratio xJ₁/J₀ thus climbs steadily from 0 to infinity and meets B once. It follows that

L_T > a/2.405.

The square-root law has no such floor: it lets L₀ shrink to zero as ρ_c → 0. Even a perfect interface cannot draw current out of the axis of the core in less than a distance of order a.

*Weak-coupling limit.* With y = x², the Bessel series are

J₀ = 1 − y/4 + y²/64 − …,

xJ₁ = y/2 − y²/16 + y³/384 − ….

Inverting the first gives 1/J₀ = 1 + y/4 + (1/16 − 1/64)y² + … = 1 + y/4 + 3y²/64 + …. In the product, the y² coefficient is 1/8 − 1/16 = 1/16, and the y³ coefficient is 3/128 − 1/64 + 1/384 = 1/96. The root condition becomes

B = y/2 + y²/16 + y³/96 + ….

Insert y = 2B + pB² + qB³. Order B² gives p/2 + 4/16 = 0, so p = −1/2. Order B³ gives q/2 + 4p/16 + 8/96 = 0, so q = 1/12. Hence y = 2B(1 − B/4 + B²/24 + …), and

1/y = [1/(2B)] [1 + B/4 + (1/16 − 1/24)B² + …] = 1/(2B) + 1/8 + B/96 + ….

Since L_T² = a²/y and a²/(2B) = aρ_c/(2ρ),

L_T² = aρ_c/(2ρ) + a²/8 + a²B/96 + ….

The leading term is L₀². The square-root law therefore holds for B ≪ 1, and L_T exceeds it by a fraction B/8 to first order.

The second term equals a(ρa/4)/(2ρ), so to this order the radial path acts as an extra interface resistivity ρa/4. This can be seen directly. If current leaves uniformly along z with wall density j, conservation makes the radial density jr/a. Its dissipation per unit length is

∫₀ᵃ ρ(jr/a)² 2πr dr = πρj²a²/2,

which is 2πa j² × (ρa/4).

In the example B = (10⁻³)(2.5×10⁻⁶)/10⁻⁸ = 0.25. The Bessel root gives L_T = 36.5 nm, 3.1% above L₀, in agreement with B/8. A finite-volume solution of Laplace's equation, with the bare wire included, also gives 36.5 nm.

*Strong-coupling limit.* At B = 10 the Bessel condition and the finite-volume solution both give L_T = 0.459a, while L₀ = 0.224a is too short by half. The two-term expression √(L₀² + a²/8) does better than its derivation promises. As B → ∞ it tends to a/√8 = 0.354a instead of 0.416a, an error of 15% relative to the Bessel value, and on a scan of B from 10⁻³ to 10⁵ its error stays below that figure.

**Stage 4: the resistance between two bounds**

A decay length is not yet a resistance, because the flow has to rearrange itself where the bare wire meets the sleeve. Two energy arguments confine the answer. Let the current I enter uniformly over a distant section of the bare wire, and define the total resistance R by the mean potential there, V_in = IR.

*Upper bound.* The dissipation of a current distribution J is

P[J] = ∫ρJ² dv + ∫ρ_c J_n² dS,

where the second integral runs over the contacted wall. Add to the true J a divergence-free change δ that vanishes at the inlet and crosses no insulated surface. The cross term in P is twice ∫ρJ·δ dv + ∫ρ_c J_n δ_n dS. With ρJ = −∇V, the divergence theorem turns the first integral into −∫Vδ_n dS over the wall. With ρ_cJ_n = V, the second is +∫Vδ_n dS. They cancel, so P[J + δ] = P[J] + P[δ] ≥ I²R.

For a trial flow take uniform current in the bare wire and, under the sleeve, J_z = I(z)/(πa²) and J_r = j(z)r/a with dI/dz = −2πaj. It is divergence-free, since dJ_z/dz = −2j/a and (1/r)d(rJ_r)/dr = +2j/a. Its dissipation is that of Stage 2 with ρ_c replaced by ρ_c + ρa/4. Choosing I(z) as the Stage 2 solution for that value gives

R_C ≤ [ρL₊/(πa²)] coth(L/L₊), L₊² = L₀² + a²/8.

*Lower bound.* For a trial potential U with inlet mean U_in, define

F[U] = 2I U_in − ∫|∇U|²/ρ dv − ∫U²/ρ_c dS.

For the true V the two integrals are the total dissipation I²R, so F = 2I²R − I²R = I²R. Put U = V + η. The terms linear in η are 2Iη_in − 2[∫∇V·∇η/ρ dv + ∫Vη/ρ_c dS]. By the divergence theorem the first integral in the bracket is Iη_in − ∫Vη/ρ_c dS, so the bracket equals Iη_in and the linear terms vanish. What remains is negative or zero, and F[U] ≤ I²R. The flat potential of Stage 2, continued linearly into the bare wire, is an allowed U, and its F is I² times the sum of the bare-wire resistance and the Stage 2 contact resistance. Subtracting the bare wire from both sides of F[U] ≤ I²R gives

R_C ≥ [ρL₀/(πa²)] coth(L/L₀).

For the example the bounds are 181.3 Ω and 187.2 Ω. The finite-volume value is 186.6 Ω, and it changes by 0.02% when the cells are made twice as coarse. The simple formula is low by 3%.

The sharing of current can be checked too. By Stage 2 with L_T in place of L₀, the first 25 nm collect the fraction 1 − sinh(75 nm/L_T)/sinh(100 nm/L_T) = 50.2%; the finite-volume solution gives 50.5%. A quarter of the sleeve carries half the current.

*Reading ρ_c from a transfer length.* Solving the two-term expression for ρ_c gives

ρ_c ≈ 2ρL_T²/a − ρa/4.

With L_T = 36.465 nm the terms are 1.064×10⁻⁸ and 0.063×10⁻⁸ Ω cm², and their difference returns 1.00×10⁻⁸ Ω cm². Without the second term the result would be 6% high. The formula is meant for weak coupling. At B = 1 it reads ρ_c about 2% high, but at B = 10, where L_T = 0.459a is already close to its floor, it reads 71% high. There the Bessel condition should be used instead, with x = a/L_T.

**Stage 5: relaxing the idealizations**

*Resistive sleeve.* Let core and shell have resistances r_s and r_m per unit length, and let the interface have conductance g = 2πa/ρ_c per unit length. With u = V_core − V_shell, the currents obey dI/dz = −gu and dI_m/dz = +gu, and du/dz = −r_sI + r_mI_m. Differentiating,

d²u/dz² = (r_s + r_m) g u,

so the decay length is 1/√((r_s + r_m)g). For r_m → 0 this is L₀. A shell 20 nm thick with 15 μΩ cm gives 35.2 nm, 0.3% below L₀. The change in resistance depends on where the current leaves the shell: about +0.3% if it leaves at the front edge z = 0, and about +1% if it leaves at the far end z = L. Either way the equipotential assumption is good here.

*Contacted end face.* If metal also covers the end with the same ρ_c, the condition at s = 0 becomes I = πa²V/ρ_c. In the Stage 2 solution this means D = βC with β = ρL₀/ρ_c = 0.354, and

R_C = [ρL₀/(πa²)] (cosh S + β sinh S)/(sinh S + β cosh S), S = L/L₀.

For S = 2.83 this is 180.7 Ω instead of 181.3 Ω. The transfer length does not change, since it belongs to the wall and not to the end. For a short sleeve the end face would matter much more.

*Unequal facets.* If ρ_c varies around the perimeter while the potential stays flat, the wall conductance per length is the integral of 1/ρ_c around the perimeter, so conductances are averaged. Divide the perimeter into four equal sectors and let two opposite ones have 2ρ_c. The mean conductance falls to 0.75 of its value. Using it in the Bessel condition gives 41.8 nm; solving the problem with its angular variation gives 42.0 nm. Averaging works well at this B, and the transfer length rises by 15% over the uniform wire.

*Surface depletion.* A Schottky barrier removes electrons from a skin b < r < a, leaving donor charge of density qN. Gauss's law gives the outward field E = qN(r² − b²)/(2εr), and integrating from b to a gives the band bending

ψ = [qN/(2ε)] [(a² − b²)/2 − b² ln(a/b)].

For a thin skin w = a − b the bracket tends to w², which is the planar result ψ = qNw²/(2ε).

Take N = 10²⁰ cm⁻³, relative permittivity 11.7 and a rough barrier of 0.65 eV. At this density the Fermi level lies inside the conduction band. Fermi–Dirac statistics at 300 K for a parabolic band with density-of-states mass 1.08 m_e put it 0.064 eV above the band edge, so ψ = 0.65 + 0.064 = 0.714 V. The solution is b = 21.9 nm, a skin of 3.1 nm.

Keep ρ and ρ_c fixed, with ρ_c still referred to the outer wall. Then A = πb² and P = 2πa, so

L = √(b²ρ_c/(2aρ)) = (b/a)L₀ = 31.0 nm,

12% below L₀. The shorter length does not mean a lower resistance: the long-contact value becomes ρ(b/a)L₀/(πb²), larger than before by the factor a/b, or 14%. The cylindrical correction carries over. Referred to radius b, the interface resistivity is ρ_c b/a, so the coupling is ρb/(ρ_c b/a) = ρa/ρ_c = B, unchanged. The Bessel length scales by b/a as well, to 0.876 × 36.5 nm = 31.9 nm.

**The model beside a real contact**

The parameters describe a good contact to very heavily doped silicon; they are not measurements of one device. In particular, ρ_c is an input here and was not calculated from the barrier and doping used in the depletion estimate. A real contact with that barrier and doping may have a ρ_c several times larger, and reaching 10⁻⁸ Ω cm² may require heavier doping or a lower barrier. Specific interface resistivity depends strongly on doping and processing. Because L₀ varies as √ρ_c, a contact ten times more resistive, with the rest held fixed, would have L₀ = 112 nm, and the 100 nm sleeve would no longer be long. Among the departures sized here, depletion (−12%) and unequal facets (+15% for the assumed pattern) outweigh the cylindrical correction (+3%) and the shell (−0.3%). For such a wire, 35 nm is a design scale good to perhaps 10–20% once ρ and ρ_c are known. A sleeve of about 2L₀ is long enough under the stated conditions: weak coupling (B well below 1), uniform ρ_c, low bias and a well-conducting shell.

Three further conditions hold for these numbers.

1. Local Ohm's law needs a short mean free path. The resistivity and density imply a mobility of 62 cm²/Vs, and with a conductivity mass of 0.26 m_e the mean free path is about 2.7 nm, well below both a and L₀.
2. Bulk-like conduction needs closely spaced subbands. For a hard-wall cylinder of radius b and mass 0.19 m_e, the lowest spacing is about 4 meV, against a thermal energy of 26 meV.
3. A constant ρ_c needs low bias. At 10 μA the contact drops 10 μA × 187 Ω = 1.9 mV, small beside the thermal voltage of 26 mV. Tunnelling through the barrier is contained in the low-bias ρ_c; at larger drops, ρ_c may depend on V and the equation for V is no longer linear.

The numerical output lists the parameters and the main computed values; the remaining numbers follow from the formulas above.

Values computed for the example and the checks

```
Core radius: 25.0 nm
Core resistivity: 1.00e-03 ohm cm
Specific interface resistivity: 1.00e-08 ohm cm2
Contact length: 100.0 nm
Coupling B: 0.2500 (dimensionless)
Thin-wire transfer length L0: 35.355 nm
Bessel transfer length: 36.465 nm
Compact corrected length: 36.443 nm
Finite-volume decay length: 36.466 nm
Bessel change from L0: 3.14 %
Largest compact-length error on B scan: 14.98 %
B scan limits: 1.0e-03 to 1.0e+05
Strong-coupling length limit: 10.396 nm
B=10 Bessel length/radius: 0.4588
B=10 finite-volume length/radius: 0.4588
B=10 thin-wire length/radius: 0.2236
Contact resistance lower bound: 181.33 ohm
Contact resistance finite-volume: 186.56 ohm
Contact resistance upper bound: 187.15 ohm
Resistance grid change: 0.024 %
Long thin-wire resistance: 180.06 ohm
Length within 5% of long resistance: 65.65 nm
Current collected in first 25 nm, formula: 50.24 %
Current collected in first 25 nm, grid: 50.45 %
Shell thickness: 20.0 nm
Shell resistivity: 15.0 microohm cm
Length with shell resistance: 35.238 nm
Shell change from L0: -0.33 %
Temperature: 300 K
Donor and carrier density: 1.00e+20 cm^-3
Barrier: 0.650 eV
Relative permittivity: 11.7
Density-of-states mass: 1.08 m_e
Conductivity mass: 0.26 m_e
Light transverse mass: 0.19 m_e
Fermi level above band edge: 0.0638 eV
Band bending: 0.7138 V
Undepleted radius: 21.895 nm
Depletion thickness: 3.105 nm
Length with depletion: 30.964 nm
Depletion change from L0: -12.42 %
Length, half perimeter at 2 rho_c: 41.952 nm
Length from averaged conductance: 41.785 nm
Facet change from Bessel: 15.05 %
Mobility implied by resistivity: 62.42 cm2/Vs
Estimated mean free path: 2.67 nm
Estimated subband spacing: 3.72 meV
Thermal energy: 25.85 meV
Test current: 10.0 microampere
Contact voltage at test current: 1.866 mV
```
